# Rys Quadrature Is Exact at the Required Order: a program that tests the result

```python
"""Rys quadrature is exact, not approximate, once it has enough roots.

Result under test: a Coulomb repulsion integral over four primitive Cartesian
Gaussians equals K * integral_0^1 f(t^2) exp(-T t^2) dt, with f a polynomial
of degree <= L (L = total angular momentum). An N-root Rys rule is exact
when 2N-1 >= degree(f). With degree(f) = 2N the missing part is K*c*h_N,
where c is the leading coefficient of f and h_N the squared norm of the
monic Rys polynomial.

Symbols: a,b,c,d exponents; p=a+b, q=c+d; P,Q product centres; X=P-Q;
rho=pq/(p+q); T=rho*|X|^2; s=t^2. Atomic units throughout.
"""
import numpy as np
import sympy as sp
import mpmath as mp

mp.mp.dps = 60
s = sp.Symbol("s")


def to_mp(x):
    x = sp.Rational(x)
    return mp.mpf(int(x.p)) / int(x.q)


def gaussian_moment(factors, mean, cov):
    """Mean of a product of (x_electron - centre), by pairing factors."""
    if not factors:
        return sp.Integer(1)
    electron, centre = factors[0]
    rest = factors[1:]
    total = (mean[electron] - centre) * gaussian_moment(rest, mean, cov)
    for k, (other, _) in enumerate(rest):
        total += cov[electron][other] * gaussian_moment(
            rest[:k] + rest[k + 1:], mean, cov)
    return sp.expand(total)


def prepare(exps, centres, powers):
    a, b, c, d = exps
    p, q = a + b, c + d
    rho = p * q / (p + q)
    cov12 = s / (2 * (p + q))
    cov = [[(1 - q * s / (p + q)) / (2 * p), cov12],
           [cov12, (1 - p * s / (p + q)) / (2 * q)]]
    parts, X, product_exponent = [], [], []
    for i in range(3):
        A, B, C, D = [centre[i] for centre in centres]
        P, Q = (a * A + b * B) / p, (c * C + d * D) / q
        X.append(P - Q)
        mean = [P - q * s * (P - Q) / (p + q), Q + p * s * (P - Q) / (p + q)]
        factors = []
        for j in range(4):
            factors += [(j // 2, centres[j][i])] * powers[j][i]
        parts.append(gaussian_moment(factors, mean, cov))
        product_exponent.append(a * b / p * (A - B)**2 + c * d / q * (C - D)**2)
    poly = sp.Poly(sp.expand(parts[0] * parts[1] * parts[2]), s)
    K = 2 * mp.pi**mp.mpf("2.5") / (to_mp(p * q) * mp.sqrt(to_mp(p + q)))
    K *= mp.exp(-to_mp(sum(product_exponent)))
    for exponent, power in zip(exps, powers):
        e = to_mp(exponent)
        K *= (2 * e / mp.pi)**mp.mpf("0.75") * mp.sqrt((4 * e)**sum(power))
        for n in power:
            K /= mp.sqrt(mp.fac2(2 * n - 1))
    return dict(p=p, q=q, rho=rho, X=X, T=to_mp(rho * sum(x**2 for x in X)),
                K=K, poly=poly, parts=parts, product_exponent=product_exponent)


def coefficients(poly):
    return [to_mp(c) for c in poly.all_coeffs()]


def boys_moments(T, count):
    return [mp.hyp1f1(k + mp.mpf(1) / 2, k + mp.mpf(3) / 2, -T) / (2 * k + 1)
            for k in range(count)]


def recurrence(moments, n):
    """Three-term recurrence coefficients from ordinary moments."""
    previous, current = [0 * moments[0]] * (2 * n), list(moments[:2 * n])
    alpha, beta = [moments[1] / moments[0]], [moments[0]]
    for k in range(1, n):
        new = [0 * moments[0]] * (2 * n)
        for m in range(k, 2 * n - k):
            new[m] = (current[m + 1] - alpha[k - 1] * current[m]
                      - beta[k - 1] * previous[m])
        alpha.append(new[k + 1] / new[k] - current[k] / current[k - 1])
        beta.append(new[k] / current[k - 1])
        previous, current = current, new
    return alpha, beta


def rys_rule(T, n):
    alpha, beta = recurrence(boys_moments(T, 2 * n), n)
    jacobi = mp.matrix(n, n)
    for i in range(n):
        jacobi[i, i] = alpha[i]
        if i:
            jacobi[i, i - 1] = jacobi[i - 1, i] = mp.sqrt(beta[i])
    values, vectors = mp.eigsy(jacobi)
    pairs = sorted((values[i], beta[0] * vectors[0, i]**2) for i in range(n))
    return [x[0] for x in pairs], [x[1] for x in pairs]


def rys_rule_double(T, n):
    alpha, beta = recurrence([float(m) for m in boys_moments(T, 2 * n)], n)
    assert min(beta) > 0
    off = np.sqrt(beta[1:])
    values, vectors = np.linalg.eigh(
        np.diag(alpha) + np.diag(off, 1) + np.diag(off, -1))
    return values, beta[0] * vectors[0]**2


def apply_rule(coeffs, roots, weights):
    return mp.fsum(w * mp.polyval(coeffs, x) for x, w in zip(roots, weights))


def t_integral(function, T):
    return mp.quad(lambda t: function(t * t) * mp.exp(-T * t * t), [0, 1])


def rys_norm(roots, T):
    return t_integral(lambda x: mp.fprod((x - r)**2 for r in roots), T)


# Exactness through degree 2N-1, and the defect at degree 2N.
for T_test in [mp.mpf(0), mp.mpf("2.5"), mp.mpf(30)]:
    direct_moments = [t_integral(lambda x, k=k: x**k, T_test) for k in range(11)]
    for n in range(1, 6):
        roots, weights = rys_rule(T_test, n)
        assert all(0 < x < 1 for x in roots) and min(weights) > 0
        for k in range(2 * n):
            value = mp.fsum(w * x**k for x, w in zip(roots, weights))
            assert abs(value / direct_moments[k] - 1) < mp.mpf("1e-30")
        value = mp.fsum(w * x**(2 * n) for x, w in zip(roots, weights))
        defect = direct_moments[2 * n] - value
        assert defect > 0
        assert abs(defect / rys_norm(roots, T_test) - 1) < mp.mpf("1e-25")

# Four-centre example (d_xy p_z | d_xz p_y).
R = sp.Rational
exps = [R("0.9"), R("0.6"), R("0.8"), R("0.5")]
centres = [[R(x) for x in row] for row in
           [("0", "0", "0"), ("0.5", "0.3", "-0.4"),
            ("1.2", "-0.9", "1.0"), ("1.6", "-1.3", "0.8")]]
powers = [(1, 1, 0), (0, 0, 1), (1, 0, 1), (0, 1, 0)]
L = sum(map(sum, powers))
required = L // 2 + 1
case = prepare(exps, centres, powers)
T, K, poly = case["T"], case["K"], case["poly"]
p, q, X = case["p"], case["q"], case["X"]
coeffs = coefficients(poly)
leading = sp.Integer(1)
for i in range(3):
    leading *= (-q * X[i] / (p + q))**(powers[0][i] + powers[1][i])
    leading *= (p * X[i] / (p + q))**(powers[2][i] + powers[3][i])
assert poly.degree() == L and sp.simplify(poly.LC() - leading) == 0

# Direct integration over electron positions, without the Rys variable.
step = 0.25
grid = np.arange(-8.0, 8.0 + step / 2, step)


def primitive(j, i, x):
    shifted = x - float(centres[j][i])
    return shifted**powers[j][i] * np.exp(-float(exps[j]) * shifted**2)


# One Cartesian factor at fixed u, from its two-electron definition.
u = 0.7
s_u = u**2 / (float(case["rho"]) + u**2)
for i in range(3):
    left = primitive(0, i, grid) * primitive(1, i, grid)
    right = primitive(2, i, grid) * primitive(3, i, grid)
    kernel = np.exp(-u**2 * (grid[:, None] - grid[None, :])**2)
    numerical = step**2 * left @ kernel @ right
    formula = (np.pi * np.sqrt((1 - s_u) / float(p * q))
               * np.exp(-float(case["product_exponent"][i])
                        - float(case["rho"]) * s_u * float(X[i])**2)
               * float(case["parts"][i].subs(s, s_u)))
    assert abs(numerical - formula) < 1e-12

# Six-dimensional integral: centre coordinate by trapezoid, then r=r1-r2.
radial_x, radial_w = np.polynomial.legendre.leggauss(48)
radius, radial_w = 5 * (radial_x + 1), 5 * radial_w
cosine, cosine_w = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
rr, cc, ff = np.meshgrid(radius, cosine, phi, indexing="ij")
sine = np.sqrt(1 - cc**2)
relative = [rr * sine * np.cos(ff), rr * sine * np.sin(ff), rr * cc]
measure = (radial_w[:, None, None] * cosine_w[None, :, None]
           * (2 * np.pi / 48) * rr)
density = np.ones(rr.size)
for i in range(3):
    first = grid[None, :] + relative[i].ravel()[:, None]
    left = primitive(0, i, first) * primitive(1, i, first)
    right = primitive(2, i, grid) * primitive(3, i, grid)
    density *= step * (left @ right)
direct = float(np.sum(measure.ravel() * density))
for j in range(4):
    overlap = 1.0
    for i in range(3):
        overlap *= step * np.sum(primitive(j, i, grid)**2)
    direct /= np.sqrt(overlap)

exact = K * t_integral(lambda x: mp.polyval(coeffs, x), T)
assert abs(direct / float(exact) - 1) < 1e-8

print("FOUR-CENTRE EXAMPLE (d_xy p_z | d_xz p_y)")
print("exponents a,b,c,d (bohr^-2):", *[float(x) for x in exps])
for name, centre in zip("ABCD", centres):
    print(f"centre {name} (bohr):", *[float(x) for x in centre])
print(f"p, q, rho (bohr^-2): {float(p):.6f} {float(q):.6f} "
      f"{float(case['rho']):.6f}")
print("P-Q (bohr):", *[f"{float(x):.6f}" for x in X])
print(f"T (no unit): {float(T):.8f}")
print(f"L, degree of f, required roots: {L} {poly.degree()} {required}")
print(f"leading coefficient of f (bohr^6): {float(leading):.8e}")
print(f"prefactor K (hartree bohr^-6): {float(K):.8e}")
print(f"direct position-space integral (hartree): {direct:.12e}")
print(f"one-dimensional t integral (hartree): {float(exact):.12e}")

rules = {n: rys_rule(T, n) for n in range(1, 9)}
print("Rys rule, 60-digit arithmetic: N, value (hartree), relative error")
for n, (roots, weights) in rules.items():
    value = K * apply_rule(coeffs, roots, weights)
    error = value / exact - 1
    if n < required:
        assert abs(error) > mp.mpf("1e-3")
    else:
        assert abs(error) < mp.mpf("1e-30")
    print(f"  {n} {float(value):.12e} {mp.nstr(error, 4)}")

short = required - 1
h_short = rys_norm(rules[short][0], T)
defect = exact - K * apply_rule(coeffs, *rules[short])
predicted = K * to_mp(leading) * h_short
assert abs(defect / predicted - 1) < mp.mpf("1e-25")
print(f"h_3 (no unit): {float(h_short):.8e}")
print(f"exact minus three-root value (hartree): {float(defect):.8e}")
print(f"predicted K*c_6*h_3 (hartree): {float(predicted):.8e}")
print("four roots s_i and weights w_i (no unit):")
for root, weight in zip(*rules[required]):
    print(f"  {float(root):.12f} {float(weight):.12f}")

# Independent rounding of table entries is not cured by extra roots.
derivative = coefficients(poly.diff())
print("tables rounded to 6 decimals: N, relative error, first-order estimate")
for n in [4, 6, 8]:
    roots, weights = rules[n]
    rounded_x = [mp.nint(x * 10**6) / 10**6 for x in roots]
    rounded_w = [mp.nint(w * 10**6) / 10**6 for w in weights]
    actual = K * apply_rule(coeffs, rounded_x, rounded_w) - exact
    terms = []
    for x, w, xr, wr in zip(roots, weights, rounded_x, rounded_w):
        terms.append(K * mp.polyval(coeffs, x) * (wr - w))
        terms.append(K * w * mp.polyval(derivative, x) * (xr - x))
    estimate = mp.fsum(terms)
    assert abs(actual - estimate) < mp.mpf("1e-3") * sum(abs(v) for v in terms)
    assert abs(actual / exact) > mp.mpf("1e-10")
    print(f"  {n} {float(actual / exact):.4e} {float(estimate / exact):.4e}")

# Ordinary moments make the roots sensitive to double-precision rounding.
root_errors = {}
print("double-precision moments: N, largest root error, integral rel. error")
for n in [4, 6, 8]:
    roots, weights = rys_rule_double(T, n)
    root_errors[n] = max(abs(float(mp.mpf(float(x)) - y))
                         for x, y in zip(roots, rules[n][0]))
    value = float(K) * np.dot(weights, np.polyval(
        np.array([float(c) for c in coeffs]), roots))
    integral_error = value / float(exact) - 1
    assert abs(integral_error) < 1e-11
    print(f"  {n} {root_errors[n]:.2e} {integral_error:.2e}")
assert root_errors[8] > 100 * root_errors[4]

print("Gauss-Legendre in t: N, relative error")
legendre_errors = {}
for n in [4, 6, 8, 12]:
    x, w = np.polynomial.legendre.leggauss(n)
    t = (x + 1) / 2
    value = float(K) * np.dot(w / 2, np.exp(-float(T) * t**2) * np.polyval(
        np.array([float(c) for c in coeffs]), t**2))
    legendre_errors[n] = value / float(exact) - 1
    print(f"  {n} {legendre_errors[n]:.3e}")
assert abs(legendre_errors[4]) > 1e-6 and abs(legendre_errors[12]) < 1e-10

# Symmetry lowers the degree in a one-centre integral.
one = prepare([R(1)] * 4, [[R(0)] * 3 for _ in range(4)], [(1, 1, 0)] * 4)
one_coeffs = coefficients(one["poly"])
one_exact = one["K"] * t_integral(lambda x: mp.polyval(one_coeffs, x), one["T"])
assert one["poly"].degree() == 4
print("ONE-CENTRE EXAMPLE (d_xy d_xy | d_xy d_xy), exponents 1 bohr^-2")
print(f"L, standard root count, degree of f: 8 {8 // 2 + 1} "
      f"{one['poly'].degree()}")
print("N, value (hartree), relative error")
for n in [2, 3, 5]:
    value = one["K"] * apply_rule(one_coeffs, *rys_rule(one["T"], n))
    error = value / one_exact - 1
    if n == 2:
        assert abs(error) > mp.mpf("1e-8")
    else:
        assert abs(error) < mp.mpf("1e-30")
    print(f"  {n} {float(value):.12f} {mp.nstr(error, 4)}")

print("done: every assertion held")
```

Output:

```
FOUR-CENTRE EXAMPLE (d_xy p_z | d_xz p_y)
exponents a,b,c,d (bohr^-2): 0.9 0.6 0.8 0.5
centre A (bohr): 0.0 0.0 0.0
centre B (bohr): 0.5 0.3 -0.4
centre C (bohr): 1.2 -0.9 1.0
centre D (bohr): 1.6 -1.3 0.8
p, q, rho (bohr^-2): 1.500000 1.300000 0.696429
P-Q (bohr): -1.153846 1.173846 -1.083077
T (no unit): 2.70376648
L, degree of f, required roots: 6 6 4
leading coefficient of f (bohr^6): -3.31125348e-02
prefactor K (hartree bohr^-6): 1.65411370e+01
direct position-space integral (hartree): -1.014504313842e-03
one-dimensional t integral (hartree): -1.014504313842e-03
Rys rule, 60-digit arithmetic: N, value (hartree), relative error
  1 -4.017324701925e-04 -0.604
  2 -2.333368055621e-04 -0.77
  3 -9.627600704013e-04 -0.051
  4 -1.014504313842e-03 2.022e-60
  5 -1.014504313842e-03 1.089e-60
  6 -1.014504313842e-03 1.711e-60
  7 -1.014504313842e-03 9.335e-61
  8 -1.014504313842e-03 -1.634e-60
h_3 (no unit): 9.44722494e-05
exact minus three-root value (hartree): -5.17442434e-05
predicted K*c_6*h_3 (hartree): -5.17442434e-05
four roots s_i and weights w_i (no unit):
  0.025233741534 0.295582592670
  0.219413745748 0.165248047797
  0.557207266948 0.055277305278
  0.893919603333 0.012050529879
tables rounded to 6 decimals: N, relative error, first-order estimate
  4 3.2619e-05 3.2618e-05
  6 -3.5589e-05 -3.5588e-05
  8 -1.8560e-06 -1.8559e-06
double-precision moments: N, largest root error, integral rel. error
  4 1.03e-14 2.22e-16
  6 5.31e-13 -1.67e-15
  8 9.70e-11 -1.11e-15
Gauss-Legendre in t: N, relative error
  4 2.021e-02
  6 6.100e-05
  8 -1.411e-07
  12 -1.723e-13
ONE-CENTRE EXAMPLE (d_xy d_xy | d_xy d_xy), exponents 1 bohr^-2
L, standard root count, degree of f: 8 5 4
N, value (hartree), relative error
  2 0.765359631314 -0.004791
  3 0.769044134717 0.0
  5 0.769044134717 1.556e-61
done: every assertion held
```
